# Sharp fronts in concentration-dependent diffusion: the 1/m power law

## 1. A dopant profile with an edge

A dopant enters a solid from a surface held at \(2.0\times10^{20}\ \mathrm{cm^{-3}}\), with a diffusivity proportional to its own concentration. In the ideal power-law case of the example in Section 6, after 30 minutes the concentration is \(3.67\times10^{19}\ \mathrm{cm^{-3}}\) at 20 nm above a certain depth and \(1.87\times10^{19}\ \mathrm{cm^{-3}}\) at 10 nm above it. Half the distance leaves about half the concentration, and at that depth, 137 nm, the dopant ends. A constant diffusivity would give a smooth tail without an end. Both the edge and the nearly straight approach to it need an explanation.

Let \(C(x,t)\) be the concentration at depth \(x\), and \(J\) the flux toward larger \(x\). The model is

\[
\frac{\partial C}{\partial t}=-\frac{\partial J}{\partial x},\qquad J=-D(C)\frac{\partial C}{\partial x},\qquad D=D_s\left(\frac{C}{C_s}\right)^m,\quad m>0. \tag{1}
\]

Here \(D_s\) is the diffusivity at the reference concentration \(C_s\). The dopant occupies \(x<s(t)\), the medium beyond is empty, and \(v=ds/dt>0\). The distance behind the front is \(\xi=s(t)-x\). The front itself neither absorbs nor emits dopant.

## 2. The steadily advancing front

Two conditions hold at the edge. First, \(C\) is continuous. With \(\Phi(C)=\int_0^C D(C')\,dC'\), the flux is \(J=-\partial\Phi/\partial x\). A jump in \(C\) would be a jump in \(\Phi\), because \(\Phi\) rises strictly with \(C\), and its derivative would be an infinite flux. A finite flux therefore requires \(C\to0\) at the edge.

Second, the flux vanishes there. Through a plane moving at speed \(v\), dopant passes at the rate \(J-vC\) per unit area. Take two such planes, one on each side of the front, and bring them together. The slab between them holds a vanishing amount, so the two rates must agree:

\[
J_--vC_-=J_+-vC_+=0 . \tag{2}
\]

The right side is zero because the medium ahead is empty. Since \(C_-=0\), also \(J_-=0\).

Now let the whole profile move without change of shape at constant \(v\), so that \(C\) depends on \(\xi\) alone. Then \(\partial\xi/\partial t=v\) and \(\partial\xi/\partial x=-1\), which give

\[
\frac{\partial C}{\partial t}=v\frac{dC}{d\xi},\qquad J=+D\frac{dC}{d\xi},\qquad
v\frac{dC}{d\xi}=\frac{d}{d\xi}\left(D\frac{dC}{d\xi}\right). \tag{3}
\]

One integration yields

\[
D\frac{dC}{d\xi}=vC+K . \tag{4}
\]

At \(\xi\to0\) the left side, which is the flux, and \(C\) both vanish. Hence \(K=0\), and

\[
D\frac{dC}{d\xi}=vC . \tag{5}
\]

The flux at each point is just what carries the local concentration forward at speed \(v\). As \(C\) falls, \(D\) falls too, so the relative gradient \((dC/d\xi)/C=v/D\) must grow.

Insert \(D\) from (1) and divide by \(C\), which is positive behind the front:

\[
C^{m-1}\frac{dC}{d\xi}=\frac{vC_s^m}{D_s}. \tag{6}
\]

The left side is the derivative of \(C^m/m\). Integration from \(C=0\) at \(\xi=0\) gives

\[
\frac{C^m}{m}=\frac{vC_s^m\xi}{D_s},\qquad
C=C_s\left(\frac{mv\xi}{D_s}\right)^{1/m}. \tag{7}
\]

For the steady profile this holds at every distance behind the front, not just close to it.

From (5), \(dC/d\xi=vC/D\propto C^{1-m}\). At the edge the slope therefore vanishes for \(m<1\), is finite for \(m=1\), and is infinite for \(m>1\). The flux \(J=vC\) vanishes in all three cases.

The limit \(m\to0\) shows what becomes of the edge when \(D\) is constant. By (7), \(C=C_s\) at \(\xi_s=D_s/(mv)\). Measured from that point,

\[
C=C_s\left[1+\frac{mv(\xi-\xi_s)}{D_s}\right]^{1/m}\longrightarrow C_s\,e^{v(\xi-\xi_s)/D_s}. \tag{8}
\]

The edge recedes to infinite distance and leaves an exponential tail.

A steady front needs a particular supply. If it leaves the surface \(x=0\) at \(t=0\), then \(\xi=vt\) at the surface, and (7) requires

\[
C(0,t)=C_s\left(\frac{mv^2t}{D_s}\right)^{1/m}. \tag{9}
\]

The surface concentration must rise as \(t^{1/m}\). The dopant balance confirms this. The amount inside is \(\int_0^{vt}C\,d\xi=\frac{m}{m+1}\,vt\,C(0,t)\), and the amount supplied, \(\int_0^t vC(0,t')\,dt'\), has the same value.

Equation (1) was also solved numerically from an empty medium with the supply (9), in units where \(D_s=v=C_s=1\). At time 1, a fit over \(0.25<\xi<0.8\) gave exponents 2.000, 1.000 and 0.500 for \(m=1/2\), 1 and 2, as (7) requires.

## 3. A front that changes speed

A fixed surface concentration does not supply a steady front. To see what survives of (7), use the variable

\[
p=\frac{D}{m}=\frac{D_s}{m}\left(\frac{C}{C_s}\right)^m,\qquad \frac{dp}{dC}=\frac{mp}{C}. \tag{10}
\]

Then \(\partial p/\partial x=(mp/C)\,\partial C/\partial x\), so the flux is

\[
J=-mp\frac{\partial C}{\partial x}=-C\frac{\partial p}{\partial x}. \tag{11}
\]

The mean drift velocity of the dopant, \(J/C\), is thus \(-\partial p/\partial x\). With subscripts for derivatives, (1) becomes \(C_t=(Cp_x)_x=C_xp_x+Cp_{xx}\). Multiply by \(mp/C\) and use (10):

\[
p_t=p_x^2+mp\,p_{xx}. \tag{12}
\]

Assume that \(p\) is smooth up to the front from inside, and write \(p=a(t)\xi+b(t)\xi^2+O(\xi^3)\). Since \(\xi_t=v\) and \(\xi_x=-1\),

\[
\begin{aligned}
p_t&=av+(\dot a+2bv)\xi+O(\xi^2),\\
p_x^2&=a^2+4ab\,\xi+O(\xi^2),\\
mp\,p_{xx}&=2mab\,\xi+O(\xi^2).
\end{aligned} \tag{13}
\]

The terms without \(\xi\) give \(av=a^2\). The root \(a=0\) must be excluded. If the first nonzero term were \(k\xi^q\) with \(q\ge2\), the left side of (12) would start with \(kqv\,\xi^{q-1}\), while the right side would start no lower than \(\xi^{2q-2}\), a higher power. That forces \(k=0\). Hence \(a=v\): the dopant at the edge drifts at the speed of the edge.

The terms linear in \(\xi\), with \(a=v\), give

\[
\dot v+2bv=4bv+2mbv\quad\Rightarrow\quad b=\frac{\dot v}{2(m+1)v}. \tag{14}
\]

Therefore

\[
\frac{D}{m}=v\xi\left[1+\frac{\dot v\,\xi}{2(m+1)v^2}+O(\xi^2)\right]. \tag{15}
\]

The leading term is (7) with the instantaneous speed. The power \(1/m\) thus survives acceleration and deceleration, but now as a law for \(\xi\to0\). The second term in the bracket says how close one must be. Close behind a decelerating front, with \(\dot v<0\), there is less dopant than the steady law predicts.

A finite amount of dopant spreading from a plane offers a closed case. Take

\[
p=\frac{s^2-x^2}{2(m+2)t},\qquad s=At^{1/(m+2)},\qquad v=\frac{s}{(m+2)t}. \tag{16}
\]

The left side of (12) is

\[
p_t=\frac{sv}{(m+2)t}-\frac{p}{t}=\frac{s^2}{(m+2)^2t^2}-\frac{s^2-x^2}{2(m+2)t^2}.
\]

Write \(s^2=x^2+(s^2-x^2)\) in the first term and collect:

\[
p_t=\frac{x^2}{(m+2)^2t^2}-\frac{m(s^2-x^2)}{2(m+2)^2t^2}.
\]

These two terms are \(p_x^2\) and \(mp\,p_{xx}\), so (12) holds. Near the front \(s^2-x^2=\xi(2s-\xi)\), and \(p=v\xi[1-\xi/(2s)]\). Equation (14) gives the same correction, because \(\dot v=-(m+1)v/[(m+2)t]\).

## 4. Fixed surface concentration

Let \(C(0,t)=C_s\). The problem has no length other than \(\sqrt{D_st}\), so \(s\propto\sqrt t\), \(v=s/(2t)\) and \(\dot v=-v/(2t)\). The correction in (15) becomes

\[
\frac{\dot v\,\xi}{2(m+1)v^2}=-\frac{\xi}{4(m+1)vt}=-\frac{\xi}{2(m+1)s}. \tag{17}
\]

The depth itself needs the whole profile. Put \(z=\xi/s=1-x/s\) and \(p=s^2P(z)/(mt)\), where \(s^2/t\) is constant. At fixed \(x\), \(z_t=xv/s^2=(1-z)/(2t)\), and \(z_x=-1/s\). The three terms of (12) are

\[
p_t=\frac{s^2}{mt^2}\frac{1-z}{2}P',\qquad
p_x^2=\frac{s^2}{m^2t^2}P'^2,\qquad
mp\,p_{xx}=\frac{s^2}{mt^2}PP''.
\]

Division by \(s^2/(mt^2)\) leaves

\[
PP''+\frac{P'^2}{m}=\frac{1-z}{2}P',\qquad P=\frac{m}{2}z\left[1-\frac{z}{2(m+1)}+\dots\right]. \tag{18}
\]

The series restates (15) and (17), since \(p=v\xi=s^2z/(2t)\) means \(P=mz/2\). At the surface \(z=1\) and \(p=D_s/m\), so

\[
s=\sqrt{\frac{D_st}{P(1)}} . \tag{19}
\]

Numerical integration of (18), started at the edge with the leading term alone, develops the predicted bend. At \(z=0.02\) the relative correction divided by \(z\) is \(-0.2497\) for \(m=1\), against \(-1/4\), and \(-0.1665\) for \(m=2\), against \(-1/6\).

## 5. When the exponent is different

**A resting front.** The derivation used \(v>0\). For \(t<T\) and \(x<0\), consider

\[
p=\frac{x^2}{2(m+2)(T-t)},\qquad C\propto|x|^{2/m}. \tag{20}
\]

With \(\tau=T-t\), the right side of (12) is

\[
\frac{x^2}{(m+2)^2\tau^2}+\frac{mx^2}{2(m+2)^2\tau^2}=\frac{x^2}{2(m+2)\tau^2}=p_t .
\]

The edge stays at \(x=0\), because the drift velocity \(-p_x\) vanishes there, and the exponent is \(2/m\).

**An absorbing front.** If the moving edge removes dopant, then \(K=J-vC\) in (4) is positive and equals the removal rate per unit area. Close to the edge \(vC\ll K\), so \(D\,dC/d\xi\approx K\), and integration gives

\[
C^{m+1}\approx\frac{(m+1)KC_s^m}{D_s}\,\xi . \tag{21}
\]

The exponent is \(1/(m+1)\). Quadrature of (4) for \(m=2\) gives 0.3334 at small concentration, against \(1/3\).

**A diffusivity that does not vanish.** If \(D(0)>0\), a steady profile still obeys (5) when the medium far ahead is empty. At low concentration it reads \(dC/d\xi=vC/D(0)\), so the profile ends in an exponential tail of decay length \(D(0)/v\). The power law can then hold just where the concentration-dependent part of \(D\) dominates.

## 6. Worked example: a charged donor at high concentration

Donors that move with the help of neutral and singly negative defects have a defect-assisted diffusivity \(D_0+D_-n/n_i\), where \(n\) is the electron density and \(n_i\) its intrinsic value. Charge neutrality, \(n-n_i^2/n=C\), gives

\[
n=\frac{C+R}{2},\qquad R=\sqrt{C^2+4n_i^2}. \tag{22}
\]

The electrons also set up a field that pushes the positive donors down the gradient. For nondegenerate electrons its drift flux is \(-(D_0+D_-n/n_i)\,C\,\partial\ln n/\partial x\). Since \(dn/dC=(1+C/R)/2=n/R\), we have \(d\ln n/d\ln C=C/R\), and the total diffusivity is

\[
D=\left(1+\frac CR\right)\left(D_0+D_-\frac{n}{n_i}\right). \tag{23}
\]

For \(C\gg n_i\) and \(D_-C/n_i\gg D_0\) this tends to \(2D_-C/n_i\), which is the power law with \(m=1\). The factor 2 comes from the field.

Take \(C_s=2.0\times10^{20}\ \mathrm{cm^{-3}}\), \(n_i=1.0\times10^{19}\ \mathrm{cm^{-3}}\), \(D_0=D_-=0.10\ \mathrm{nm^2/s}\), and 1800 s at 1000 °C. Then

\[
D_s=2\times0.10\times20=4.0\ \mathrm{nm^2/s}=4.0\times10^{-14}\ \mathrm{cm^2/s}.
\]

Equation (18) gives \(P(1)=0.3829\), and with (19)

\[
s=1.616\sqrt{4.0\times1800}\ \mathrm{nm}=137\ \mathrm{nm},\qquad
v=\frac{137.1}{2\times1800}=0.0381\ \mathrm{nm/s}.
\]

The two terms shown in (18) would give \(P(1)=0.375\) and a depth 1% larger.

At \(\xi=10\) nm the steady law gives \(C=C_sv\xi/D_s=1.905\times10^{19}\ \mathrm{cm^{-3}}\). The deceleration factor is \(1-10/(4\times137.1)=0.982\), which lowers this to \(1.870\times10^{19}\). In units of \(10^{19}\ \mathrm{cm^{-3}}\), with the last column taken at the same depths:

| \(\xi\) (nm) | steady (7) | with (17) | solution of (1) | with full \(D\), (23) |
|---|---|---|---|---|
| 10 | 1.91 | 1.87 | 1.87 | 2.97 |
| 20 | 3.81 | 3.67 | 3.67 | 4.47 |
| 40 | 7.62 | 7.06 | 7.07 | 7.52 |

The small departure from proportionality in the opening numbers is therefore the deceleration of the front.

The last column shows how the edge is rounded. At the depth of the ideal front the full model still has \(1.6\times10^{19}\ \mathrm{cm^{-3}}\), more than \(n_i\). Between 20 and 10 nm its profile falls by \(1.5\times10^{18}\ \mathrm{cm^{-3}}\) per nm, and a straight line through these two points reaches zero about 10 nm beyond the ideal front. The slope is below the ideal one because \(D\) is larger: at \(C=2.97\times10^{19}\ \mathrm{cm^{-3}}\), (23) gives \(0.78\ \mathrm{nm^2/s}\) and the power law 0.59, and a larger \(D\) needs a smaller gradient to carry the same flux. The flux at this concentration is itself somewhat larger in the full model, by less than a tenth, which offsets only part of the effect. Farther out a nearly exponential tail takes over, whose decay length shortens slowly with depth. Between \(2\times10^{17}\) and \(5\times10^{16}\ \mathrm{cm^{-3}}\) its decay length is 4.3 nm, as \(D(0)/v\) gives with \(D(0)=0.20\ \mathrm{nm^2/s}\) and the local speed \(x/(2t)\).

These parameters are round numbers in the rough regime of concentrated arsenic diffusion in silicon near 1000 °C; the results belong to the model and are not measurements. The following changes refer to the depth where \(C=10^{18}\ \mathrm{cm^{-3}}\), 136.6 nm for the ideal power law, with one effect altered at a time and the surface value of \(C\) held fixed.

- Finite \(n_i\) and neutral defects, (23), deepen it by 14%, to 156 nm. Including them removes the sharp edge, because \(D(0)\) is then not zero.
- Electron degeneracy deepens it by 10%. With a rough effective mass of \(1.1\,m_e\), \(n\) at the surface is 0.79 of the band's effective density of states. The charged-defect population and the field both grow, and \(D\) at the surface rises by a factor 1.5. The size depends on the assumed mass: the deepening is 12% for \(1.0\,m_e\) and 8% for \(1.3\,m_e\).
- Immobile, clustered dopant, assumed to be 10% of the total at the surface and proportional to the fourth power of the mobile concentration \(C\), makes it 0.8% shallower.
- A temperature 10 K higher, with a rough activation energy of 4 eV for \(D_0\) and \(D_-\), raises both by 33%. At fixed \(n_i\) the depth then grows by 15%. The intrinsic density also rises, by about 6%, and since \(D_s\propto D_-/n_i\) this reduces the growth to about 12%.

Doubling the mesh spacing of 0.625 nm moves the ideal depth by 0.07 nm, far less than any of these. Band-gap narrowing, implantation damage and surface segregation are left out and not sized. An implanted layer also supplies a finite dose rather than a fixed surface concentration. In the idealized case (16) the deceleration correction at equal \(\xi/s\) is then \(-\xi/(2s)\), twice that used here for \(m=1\).

The \(1/m\) law thus needs a window: far enough behind the edge that \(C\gg n_i\), and close enough that (17) is small. With \(C_s/n_i=20\) the two conditions are met together only roughly. At 10 nm the full model exceeds the ideal solution by 59%; at 40 nm the excess is 6%, while the deceleration correction has grown to 7%. Nearly equal concentrations do not mean equal exponents: between 20 and 40 nm, with \(\xi\) measured from the ideal front, the table gives a mean exponent of 0.75 for the full model and 0.95 for the ideal solution. The numerical output below lists the inputs and the main results.

## Table of computed values

```
STEADY FRONT, scaled units (Ds = v = 1, time 1)
m = 0.5: fitted exponent 2.000, law 2.000, largest profile error 0.00 %
m = 1.0: fitted exponent 1.000, law 1.000, largest profile error 0.00 %
m = 2.0: fitted exponent 0.500, law 0.500, largest profile error 0.00 %
absorbing front, m = 2: exponent 0.3334
DECELERATING FRONT, depth growing as square root of time
m = 1: relative correction per xi/s -0.2497, law -0.2500
m = 2: relative correction per xi/s -0.1665, law -0.1667
EXAMPLE INPUTS
surface concentration 2.0e+20 cm^-3, intrinsic density 1.0e+19 cm^-3
neutral, negative-defect D 0.10, 0.10 nm^2/s
temperature 1000 C, time 1800 s, m = 1
EXAMPLE RESULTS
Ds = 4.00 nm^2/s = 4.0e-14 cm^2/s
scaled surface value P = 0.3829
front depth / sqrt(Ds t) = 1.6161
front depth 137.1 nm, speed 0.0381 nm/s
concentration slope at front 1.905e+18 cm^-3 per nm
largest c difference, direct vs similarity 0.0000
distance behind ideal front; C in 1e19 cm^-3:
  nm   steady  corrected  direct  finite-ni model (same depth)
  10   1.905   1.870   1.870   2.970
  20   3.809   3.670   3.671   4.472
  40   7.618   7.063   7.072   7.520
NEGLECTED EFFECTS, depth where C = 1e18 cm^-3
ideal power law 136.6 nm
mesh 0.625 nm; shift from doubled mesh -0.07 nm
finite ni and neutral defects: 156.2 nm, change +14.4 %
carrier degeneracy: 150.8 nm, change +10.4 %
immobile clusters: 135.6 nm, change -0.8 %
finite-ni model, C at ideal front 1.58e+19 cm^-3
tail decay length 4.26 nm, local law 4.32 nm
assumed mass 1.1 m_e, Nc 2.53e+20 cm^-3, n/Nc at surface 0.790
degeneracy: activity factor 1.318, D factor at surface 1.498
assumed immobile surface fraction 10 %
10 K hotter at 4.0 eV: D factor 1.329, depth change +15.3 %
```
